**Surface energy without surface stress in a nearest-neighbour fcc crystal**

For static classical atoms bound by nearest-neighbour pairs at their minimum energy −D, the surface energy is γ = (D/4V) Σ|n·d|, while every component of the surface stress is zero at zero strain. Here V is the volume per atom, n the unit surface normal, and d runs over the twelve neighbour vectors. The program asserts both results for the (111), (100) and (110) faces, using relaxed energies of slabs with two thicknesses. It also asserts that the cleaved atoms feel no force, and that the derivative of γ with respect to strain equals −γ when the (111) face is stretched along one direction. The output gives surface energies of 2.66, 3.08 and 3.26 J/m², with computed stresses below 10⁻⁹ N/m. A second-moment model with coordination-dependent bonds gives a tensile (111) stress of about 1.2 N/m, whereas vibrations in a local harmonic approximation contribute about −0.02 N/m at 300 K. Extending the range of the same Morse potential makes the crystal collapse to a much denser one with a large compressive surface stress, so that case shows the role of the cut-off and is no estimate for copper.

## Verification by program

```python
"""Surface energy and surface stress of a cleaved fcc crystal.

Result under test: if atoms interact only with nearest neighbours through a
pair potential phi(r) at its minimum phi(r0) = -D, each cleaved face has
    gamma = D/(4 V) * sum_d |n.d| > 0    and    surface stress f_ab = 0
for static classical atoms at zero strain.
n: unit normal, d: the 12 neighbour vectors, V: volume per atom.
f_ab = (1/A0) d(excess energy per surface)/d(strain_ab), A0: unstrained area.
The slab side uses relaxed total energies of two thicknesses, which remove the
bulk part. Internal units: eV and nm; 1 eV/nm^2 is converted to J/m^2 = N/m.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import fsolve, minimize_scalar

D, r0, alpha = 0.6, 0.25, 14.0          # eV, nm, 1/nm
mass = 60 * const.atomic_mass           # kg
TO_SI = const.e * 1e18                  # eV/nm^2 -> J/m^2
TO_GPA = const.e * 1e27 / 1e9           # eV/nm^3 -> GPa
near_window = (1.15 * r0, 1.35 * r0)    # switched off before second shell
far_window = (2.6 * r0, 3.0 * r0)
a0 = np.sqrt(2) * r0

# two in-plane cell vectors and the layer shift, in units of a/2
FACES = {"111": ((1, -1, 0), (0, 1, -1), (1, 1, 0)),
         "100": ((0, 1, 1), (0, 1, -1), (1, 1, 0)),
         "110": ((1, -1, 0), (0, 0, 2), (1, 0, 1))}

grid = np.array(np.meshgrid(*[np.arange(-6, 7)] * 3)).reshape(3, -1).T
lattice = grid[(grid.sum(axis=1) % 2 == 0) & (np.abs(grid).sum(axis=1) > 0)] / 2


def morse(r):
    """Value, first and second derivative of the Morse potential."""
    q = np.exp(-alpha * (r - r0))
    return (D * (q * q - 2 * q), 2 * D * alpha * (q - q * q),
            2 * D * alpha**2 * (2 * q * q - q))


def switch(r, window):
    """Smooth cut-off function and its derivative."""
    width = window[1] - window[0]
    t = np.clip((r - window[0]) / width, 0, 1)
    return 1 - t**3 * (10 - 15 * t + 6 * t * t), -30 * t**2 * (1 - t)**2 / width


def cut_morse(r, window):
    s, ds = switch(r, window)
    value, slope, _ = morse(r)
    return value * s, slope * s + value * ds


def pair_model(window):
    def model(r, atom, count):
        value, slope = cut_morse(r, window)
        return 0.5 * value.sum(), 0.5 * slope
    return model


# Second-moment model: repulsion minus square root of summed attraction,
# fixed by the cohesive energy 6 D and by equilibrium at r0.
p_rep, q_att = 10.0, 2.5
xi = 6 * D / (np.sqrt(12) * (1 - q_att / p_rep))
A_rep = xi * q_att / (np.sqrt(12) * p_rep)


def many_body_model(r, atom, count):
    s, ds = switch(r, near_window)
    rep = A_rep * np.exp(-p_rep * (r / r0 - 1))
    att = np.exp(-2 * q_att * (r / r0 - 1))
    density = np.bincount(atom, weights=att * s, minlength=count)
    root = np.sqrt(density)
    slope = rep * ds - p_rep / r0 * rep * s
    slope -= xi / (2 * root[atom]) * (att * ds - 2 * q_att / r0 * att * s)
    return (rep * s).sum() - xi * root.sum(), slope


class Slab:
    """Film with one atom per layer and cell, periodic in the plane."""

    def __init__(self, face, a, layers, model, reach):
        vectors = np.array(FACES[face]) * a / 2
        self.cell, self.model, self.layers = vectors[:2], model, layers
        self.base = np.arange(layers)[:, None] * vectors[2]
        i, j, m, k = [x.ravel() for x in np.meshgrid(
            np.arange(layers), np.arange(layers), np.arange(-10, 11),
            np.arange(-10, 11), indexing="ij")]
        gap = (self.base[j] - self.base[i] + m[:, None] * self.cell[0]
               + k[:, None] * self.cell[1])
        dist = np.linalg.norm(gap, axis=1)
        keep = (dist > 1e-9) & (dist < 1.12 * reach)
        self.i, self.j = i[keep], j[keep]
        self.shift = np.column_stack((m[keep], k[keep]))
        size, step = 3 * layers, 1e-5
        hessian = np.zeros((size, size))
        for c in range(size):
            move = np.zeros(size)
            move[c] = step
            move = move.reshape(-1, 3)
            up = self.energy_gradient(self.base + move, self.cell)[1]
            down = self.energy_gradient(self.base - move, self.cell)[1]
            hessian[c] = (up - down).ravel() / (2 * step)
        self.inverse = np.linalg.pinv((hessian + hessian.T) / 2,
                                      rcond=1e-6, hermitian=True)

    def energy_gradient(self, pos, cell):
        gap = pos[self.j] - pos[self.i] + self.shift @ cell
        r = np.linalg.norm(gap, axis=1)
        energy, slope = self.model(r, self.i, self.layers)
        pull = gap * (slope / r)[:, None]
        gradient = np.zeros_like(pos)
        np.add.at(gradient, self.j, pull)
        np.add.at(gradient, self.i, -pull)
        return energy, gradient

    def energy(self, strain, relax=True, kick=0.0):
        deform = np.eye(3) + strain
        pos, cell = self.base @ deform, self.cell @ deform
        pos = pos + kick
        if not relax:
            return self.energy_gradient(pos, cell)[0]
        for _ in range(300):
            energy, gradient = self.energy_gradient(pos, cell)
            if np.abs(gradient).max() < 1e-9:
                return energy
            pos = pos - (self.inverse @ gradient.ravel()).reshape(-1, 3)
        raise RuntimeError("slab relaxation did not converge")


class Surface:
    """Excess quantities of one face from slabs of two thicknesses."""

    def __init__(self, face, a, model, reach):
        self.thin = Slab(face, a, 10, model, reach)
        self.thick = Slab(face, a, 14, model, reach)
        cross = np.cross(*self.thin.cell)
        self.area = np.linalg.norm(cross)
        self.normal = cross / self.area
        self.t1 = self.thin.cell[0] / np.linalg.norm(self.thin.cell[0])
        self.t2 = np.cross(self.normal, self.t1)

    def excess(self, strain, relax=True):
        thin, thick = self.thin.energy(strain, relax), self.thick.energy(strain, relax)
        bulk = (thick - thin) / (self.thick.layers - self.thin.layers)
        return (thin - self.thin.layers * bulk) / 2

    def stress(self, direction, at=0.0, relax=True, h=1e-3):
        e = [self.excess((at + s * h) * direction, relax) for s in (-2, -1, 1, 2)]
        return (e[0] - 8 * e[1] + 8 * e[2] - e[3]) / (12 * h * self.area)


def show(label, value, unit, form=".4f"):
    print(f"{label}: {value:{form}} {unit}")


zero = np.zeros((3, 3))
show("Bond energy D", D, "eV", ".2f")
show("Bond length r0", r0, "nm", ".3f")
show("Morse alpha", alpha, "1/nm", ".1f")
show("Atomic mass", mass / const.atomic_mass, "u", ".1f")
show("Cut-off starts at r/r0", near_window[0] / r0, "", ".2f")
show("Cut-off ends at r/r0", near_window[1] / r0, "", ".2f")
show("Cohesive energy 6D", 6 * D, "eV/atom", ".2f")


def bulk_modulus(energy_per_atom):
    """B = V d2E/dV2 at equilibrium, by differences in volume."""
    v0 = r0**3 / np.sqrt(2)
    h = 1e-3 * v0
    e = [energy_per_atom((np.sqrt(2) * v)**(1 / 3)) for v in (v0 - h, v0, v0 + h)]
    return v0 * (e[0] - 2 * e[1] + e[2]) / h**2


B_pair = bulk_modulus(lambda r: 6 * morse(r)[0])
B_formula = 2 * np.sqrt(2) / 3 * morse(r0)[2] / r0
assert abs(B_pair / B_formula - 1) < 1e-3   # finite-difference error
show("Bulk modulus, pair model", B_pair * TO_GPA, "GPa", ".1f")

# Main result on three faces
neighbours = lattice[np.isclose(np.linalg.norm(lattice, axis=1), 1 / np.sqrt(2))] * a0
assert len(neighbours) == 12
volume = a0**3 / 4
surfaces = {}
for face in FACES:
    surf = Surface(face, a0, pair_model(near_window), near_window[1])
    surfaces[face] = surf
    gamma = surf.excess(zero) / surf.area
    projected = np.abs(neighbours @ surf.normal).sum()
    gamma_formula = D * projected / (4 * volume)
    broken = projected / 2 * surf.area / volume
    assert gamma > 0 and abs(gamma / gamma_formula - 1) < 1e-9
    force = np.abs(surf.thin.energy_gradient(surf.thin.base, surf.thin.cell)[1]).max()
    assert force < 1e-9
    shear = (np.outer(surf.t1, surf.t2) + np.outer(surf.t2, surf.t1)) / 2
    components = [surf.stress(s) for s in
                  (np.outer(surf.t1, surf.t1), np.outer(surf.t2, surf.t2), shear)]
    largest = max(abs(f) for f in components)
    assert largest < 1e-6 * gamma
    show(f"({face}) area per surface cell", surf.area, "nm^2", ".5f")
    show(f"({face}) broken bonds per surface cell", broken, "", ".3f")
    show(f"({face}) surface energy", gamma, "eV/nm^2", ".3f")
    show(f"({face}) surface energy", gamma * TO_SI, "J/m^2", ".3f")
    show(f"({face}) largest |surface stress|", largest * TO_SI, "N/m", ".1e")

# Displaced atoms return to the ideal cleaved energy
film = surfaces["110"].thin
kick = np.random.default_rng(1).uniform(-0.002, 0.002, film.base.shape)
ideal = film.energy(zero, relax=False)
assert film.energy(zero, relax=False, kick=kick) > ideal + 1e-4
assert abs(film.energy(zero, kick=kick) - ideal) < 1e-9

# Energy per actual area falls on stretching at the rate -gamma
surf = surfaces["111"]
along = np.outer(surf.t1, surf.t1)
h = 1e-4
gamma111 = surf.excess(zero) / surf.area
slope = (surf.excess(h * along) / (1 + h)
         - surf.excess(-h * along) / (1 - h)) / (2 * h * surf.area)
assert abs(slope / gamma111 + 1) < 1e-5
show("(111) d(gamma)/d(strain), actual area", slope * TO_SI, "J/m^2", ".3f")

# The zero belongs to the unstrained crystal
surf = surfaces["110"]
strained = surf.stress(np.outer(surf.t2, surf.t2), at=0.01)
assert abs(strained) * TO_SI > 1e-3
show("(110) stress along [001] at 1 % strain", strained * TO_SI, "N/m", ".3f")

# Neglected effect: longer range of the same Morse potential


def long_bulk(a):
    return 0.5 * cut_morse(a * np.linalg.norm(lattice, axis=1), far_window)[0].sum()


fit = minimize_scalar(long_bulk, bounds=(0.8 * a0, 1.05 * a0), method="bounded",
                      options={"xatol": 1e-10})
a_long = fit.x
far = Surface("111", a_long, pair_model(far_window), far_window[1])
along = np.outer(far.t1, far.t1)
rigid = far.stress(along, relax=False)
bonds = lattice * a_long
length = np.linalg.norm(bonds, axis=1)
tension = cut_morse(length, far_window)[1]
rigid_formula = -(np.abs(bonds @ far.normal) * tension * (bonds @ far.t1)**2
                  / length).sum() / (a_long**3)
assert abs(rigid / rigid_formula - 1) < 1e-5
far_stress = far.stress(along)
assert abs(far_stress) * TO_SI > 0.01
near_slope = morse(a_long / np.sqrt(2))[1]
second_slope = morse(a_long)[1]
assert near_slope < 0 < second_slope
show("Long range: neighbour distance", a_long / np.sqrt(2), "nm", ".4f")
show("Long range: cohesive energy", -fit.fun, "eV/atom", ".3f")
show("Long range: phi' at first shell", near_slope, "eV/nm", ".3f")
show("Long range: phi' at second shell", second_slope, "eV/nm", ".3f")
show("Long range: (111) surface energy", far.excess(zero) / far.area * TO_SI, "J/m^2", ".3f")
show("Long range: (111) stress, rigid layers", rigid * TO_SI, "N/m", ".3f")
show("Long range: (111) stress, relaxed", far_stress * TO_SI, "N/m", ".3f")

# Neglected effect: bond strength that depends on coordination


def many_bulk(r):
    x = r / r0 - 1
    return 12 * A_rep * np.exp(-p_rep * x) - xi * np.sqrt(12) * np.exp(-q_att * x)


assert abs(many_bulk(r0) + 6 * D) < 1e-12
metal = Surface("111", a0, many_body_model, near_window[1])
metal_stress = metal.stress(np.outer(metal.t1, metal.t1))
assert metal_stress > 0
show("Second moment: p", p_rep, "", ".1f")
show("Second moment: q", q_att, "", ".1f")
show("Second moment: repulsion A", A_rep, "eV", ".4f")
show("Second moment: hopping xi", xi, "eV", ".4f")
show("Second moment: bulk modulus", bulk_modulus(many_bulk) * TO_GPA, "GPa", ".1f")
show("Second moment: (111) surface energy", metal.excess(zero) / metal.area * TO_SI, "J/m^2", ".3f")
show("Second moment: (111) surface stress", metal_stress * TO_SI, "N/m", ".3f")

# Neglected effect: vibrations. Each atom moves in the field of its fixed
# neighbours (local harmonic approximation), nearest-neighbour Morse bonds.


def free_energy(lengths, temperature, m, bulk):
    side, gaps = lengths[0], lengths[1:]
    bond = np.sqrt(side**2 / 3 + gaps**2)
    e_in, t_in, k_in = morse(side)
    e_up, t_up, k_up = morse(bond)
    cos2 = (gaps / bond)**2
    zz = 3 * (k_up * cos2 + t_up / bond * (1 - cos2))
    xx = 3 * (k_up * (1 - cos2) / 2 + t_up / bond * (1 + cos2) / 2)
    if bulk:
        zz, xx = 2 * zz, 2 * xx
    else:
        zz = np.append(zz, 0) + np.append(0, zz)
        xx = np.append(xx, 0) + np.append(0, xx)
    zz = zz + 6 * t_in / side
    xx = xx + 3 * k_in + 3 * t_in / side
    total = 3 * len(zz) * e_in + 3 * e_up.sum()
    for stiffness, modes in ((zz, 1), (xx, 2)):
        quantum = const.hbar * np.sqrt(stiffness * TO_SI / m) / const.e
        part = quantum / 2
        if temperature > 0:
            kT = const.k * temperature / const.e
            part = part + kT * np.log(1 - np.exp(-quantum / kT))
        total = total + modes * part.sum()
    return total


def slopes(lengths, *args):
    """Gradient by complex steps, free of cancellation error."""
    result = []
    for c in range(len(lengths)):
        x = np.array(lengths, dtype=complex)
        x[c] += 1e-30j
        result.append(free_energy(x, *args).imag / 1e-30)
    return np.array(result)


def vibration_stress(temperature, m):
    start = [r0, r0 * np.sqrt(2 / 3)]
    side, gap = fsolve(lambda x: slopes(x, temperature, m, True), start, xtol=1e-12)
    assert np.abs(slopes([side, gap], temperature, m, True)).max() < 1e-7
    assert abs(gap / side - np.sqrt(2 / 3)) < 1e-7   # bulk stays cubic
    gaps = fsolve(lambda g: slopes(np.append(side, g), temperature, m, False)[1:],
                  np.full(11, gap), xtol=1e-12)
    slope = slopes(np.append(side, gaps), temperature, m, False)
    assert np.abs(slope[1:]).max() < 1e-7
    area = np.sqrt(3) / 2 * side**2
    return slope[0] * side / (4 * area), side


zero_point, side_0 = vibration_stress(0, mass)
warm, side_300 = vibration_stress(300, mass)
heavy, _ = vibration_stress(0, 1e4 * mass)
assert abs(zero_point) * TO_SI > 1e-4
assert abs(100 * heavy / zero_point - 1) < 0.15   # higher orders in 1/sqrt(mass)
show("Vibrations: neighbour distance at 0 K", side_0, "nm", ".5f")
show("Vibrations: neighbour distance at 300 K", side_300, "nm", ".5f")
show("Vibrations: (111) stress at 0 K", zero_point * TO_SI, "N/m", ".4f")
show("Vibrations: (111) stress at 300 K", warm * TO_SI, "N/m", ".4f")
print("PASS")
```

Output:

```
Bond energy D: 0.60 eV
Bond length r0: 0.250 nm
Morse alpha: 14.0 1/nm
Atomic mass: 60.0 u
Cut-off starts at r/r0: 1.15 
Cut-off ends at r/r0: 1.35 
Cohesive energy 6D: 3.60 eV/atom
Bulk modulus, pair model: 142.1 GPa
(111) area per surface cell: 0.05413 nm^2
(111) broken bonds per surface cell: 3.000 
(111) surface energy: 16.628 eV/nm^2
(111) surface energy: 2.664 J/m^2
(111) largest |surface stress|: 2.2e-11 N/m
(100) area per surface cell: 0.06250 nm^2
(100) broken bonds per surface cell: 4.000 
(100) surface energy: 19.200 eV/nm^2
(100) surface energy: 3.076 J/m^2
(100) largest |surface stress|: 2.5e-11 N/m
(110) area per surface cell: 0.08839 nm^2
(110) broken bonds per surface cell: 6.000 
(110) surface energy: 20.365 eV/nm^2
(110) surface energy: 3.263 J/m^2
(110) largest |surface stress|: 3.2e-10 N/m
(111) d(gamma)/d(strain), actual area: -2.664 J/m^2
(110) stress along [001] at 1 % strain: -0.152 N/m
Long range: neighbour distance: 0.2074 nm
Long range: cohesive energy: 7.590 eV/atom
Long range: phi' at first shell: -24.891 eV/nm
Long range: phi' at second shell: 4.165 eV/nm
Long range: (111) surface energy: 16.161 J/m^2
Long range: (111) stress, rigid layers: -14.308 N/m
Long range: (111) stress, relaxed: -11.022 N/m
Second moment: p: 10.0 
Second moment: q: 2.5 
Second moment: repulsion A: 0.1000 eV
Second moment: hopping xi: 1.3856 eV
Second moment: bulk modulus: 145.0 GPa
Second moment: (111) surface energy: 1.006 J/m^2
Second moment: (111) surface stress: 1.195 N/m
Vibrations: neighbour distance at 0 K: 0.25046 nm
Vibrations: neighbour distance at 300 K: 0.25103 nm
Vibrations: (111) stress at 0 K: -0.0052 N/m
Vibrations: (111) stress at 300 K: -0.0198 N/m
PASS
```
